\section*{Overlap eigenvalues of even-tempered Gaussians from the Toeplitz symbol}

\section{The decision: how small may the ratio be?}

When an even-tempered basis is set up, the ratio $\beta$ of successive exponents has to be chosen. A smaller ratio packs the functions more densely and brings the overlap matrix closer to singularity. A program that orthogonalises the basis can discard overlap eigenvectors whose eigenvalue lies below some threshold $\tau$. One therefore wants to know, before any calculation, whether a given $\beta$ can produce such an eigenvalue.

For one angular momentum on one centre there is a closed answer. The overlap matrix is Toeplitz, and the minimum of its symbol is a number $\lambda_\infty(\beta,l)$ with two properties. Every finite sequence has its smallest eigenvalue above $\lambda_\infty$, and the smallest eigenvalue tends to $\lambda_\infty$ as the sequence grows. If $\lambda_\infty\ge\tau$, no length of sequence triggers the threshold; if $\lambda_\infty<\tau$, a long enough one does. The symbol minimum is thus a limit and a strict lower bound, and not the eigenvalue of a finite basis. The finite-length correction is derived in Section~\ref{sec:finite}.

\section{The overlap matrix}

The functions are normalised primitives with real or complex spherical harmonics,
\begin{equation}
\chi_k=n_k\,r^l e^{-\zeta_k r^2}Y_{lm},\qquad \zeta_k=\alpha\beta^k,\quad k=0,\dots,N-1,
\end{equation}
with $\alpha>0$, $\beta>1$ and $n_k>0$. Define
\begin{equation}
p=l+\tfrac32,\qquad h=\tfrac12\ln\beta .
\end{equation}
The substitution $t=ar^2$ gives $\int_0^\infty r^{2l+2}e^{-ar^2}dr=\Gamma(p)/(2a^p)$. Normalisation uses $a=2\zeta_k$, so $n_k^2=2(2\zeta_k)^p/\Gamma(p)$. The overlap uses $a=\zeta_j+\zeta_k$:
\begin{equation}
S_{jk}=n_jn_k\frac{\Gamma(p)}{2(\zeta_j+\zeta_k)^p}
=\left[\frac{2\sqrt{\zeta_j\zeta_k}}{\zeta_j+\zeta_k}\right]^p .
\end{equation}
Dividing numerator and denominator by $\sqrt{\zeta_j\zeta_k}$ leaves $\sqrt{\zeta_j/\zeta_k}+\sqrt{\zeta_k/\zeta_j}=2\cosh[(j-k)h]$ below. Hence
\begin{equation}
S_{jk}=s_{j-k},\qquad s_n=\operatorname{sech}^p(nh),\qquad
s_1=\left(\frac{2\sqrt\beta}{1+\beta}\right)^{l+3/2}.
\label{eq:s}
\end{equation}
The matrix depends on $j-k$ alone, which is the Toeplitz property. The scale $\alpha$ has dropped out because a common change of length scale leaves normalised overlaps unchanged.

\section{The symbol and what it bounds}

The symbol is the Fourier series of the overlaps,
\begin{equation}
f(\theta)=\sum_{n=-\infty}^{\infty}s_ne^{in\theta},\qquad
s_n=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\,f(\theta)e^{-in\theta}.
\end{equation}
For a unit vector $v$ put $\hat v(\theta)=\sum_kv_ke^{ik\theta}$. Inserting the integral for $s_{j-k}$,
\begin{equation}
v^\dagger Sv=\sum_{jk}v_j^*v_ks_{j-k}
=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\,f(\theta)|\hat v(\theta)|^2 ,
\label{eq:quad}
\end{equation}
and $\int|\hat v|^2d\theta/2\pi=1$. The quadratic form is a weighted mean of $f$. The weight vanishes at finitely many points at most and $f$ is not constant, so
\begin{equation}
\min f<\lambda_{\min}(N)\le\lambda_{\max}(N)<\max f .
\end{equation}
A trial vector for $N$ functions, padded with a zero, is a trial vector for $N+1$; therefore $\lambda_{\min}(N)$ cannot rise with $N$.

\subsection{Closed form}

Let $F(\omega)=\int_{-\infty}^{\infty}\operatorname{sech}^p(x)e^{i\omega x}dx$. Substitute $t=e^{2x}/(1+e^{2x})$, for which
\begin{equation}
\operatorname{sech}x=2\sqrt{t(1-t)},\quad e^{2x}=\frac{t}{1-t},\quad dx=\frac{dt}{2t(1-t)} .
\end{equation}
The result is a Beta integral:
\begin{align}
F(\omega)&=2^{p-1}\int_0^1t^{(p+i\omega)/2-1}(1-t)^{(p-i\omega)/2-1}dt\nonumber\\
&=\frac{2^{p-1}}{\Gamma(p)}\left|\Gamma\!\left(\frac{p+i\omega}{2}\right)\right|^2 .
\label{eq:F}
\end{align}
The symbol is a periodic sum of copies of $F$,
\begin{equation}
f(\theta)=\frac1h\sum_{m=-\infty}^{\infty}F\!\left(\frac{\theta+2\pi m}{h}\right).
\label{eq:poisson}
\end{equation}
To verify this, take the $n$th Fourier coefficient of the right side. The sum over $m$ joins the integrals over one period into one over the whole line, which gives $\frac1{2\pi}\int F(\omega)e^{-inh\omega}d\omega=\operatorname{sech}^p(nh)=s_n$. Both sides are smooth, so equal coefficients imply equal functions. Every term in (\ref{eq:poisson}) is positive, hence $f>0$.

\section{Why the minimum lies at $\theta=\pi$}

Positivity does not locate the minimum. For that, write $F$ as an average of Gaussians. Euler's limit $\Gamma(z)=\lim_{K\to\infty}K!K^z/[z(z+1)\cdots(z+K)]$ gives
\begin{equation}
\frac{F(\omega)}{F(0)}=\prod_{k=0}^\infty\frac{1}{1+\omega^2/a_k^2},\qquad a_k=p+2k ,
\label{eq:prod}
\end{equation}
since the factor $K^{i\omega/2}$ has modulus one. Each factor equals $\int_0^\infty e^{-t}e^{-t\omega^2/a_k^2}dt$. The product is therefore $\langle e^{-T\omega^2}\rangle$, where $T=\sum_kt_k/a_k^2$ and the $t_k$ are independent with density $e^{-t}$. The mean of $T$ is $\sum_ka_k^{-2}<\infty$, so $T$ is finite with probability one. Transforming back at $x=nh$,
\begin{equation}
s_n=\left\langle\frac{F(0)}{2\sqrt{\pi T}}\,q^{n^2}\right\rangle,\qquad q=e^{-h^2/4T}\in(0,1).
\end{equation}
Thus $f$ is an average, with positive weights, of the functions $\Theta_q(\theta)=\sum_nq^{n^2}e^{in\theta}$.

Each $\Theta_q$ is a product. Let
\begin{equation}
P(z)=\prod_{k=1}^\infty(1+q^{2k-1}z)(1+q^{2k-1}/z)=\sum_nc_nz^n .
\end{equation}
Replacing $z$ by $q^2z$ shifts the factors by one place, so that
\begin{equation}
P(q^2z)=P(z)\,\frac{1+1/(qz)}{1+qz}=\frac{P(z)}{qz}.
\end{equation}
Comparison of powers gives $c_{n+1}=q^{2n+1}c_n$, that is $c_n=c_0q^{n^2}$, with $c_0>0$ because all terms in the expanded product are positive. At $z=e^{i\theta}$, with $Q=q^{2k-1}$ and
\begin{equation}
w=2+2\cos\theta\in[0,4],
\end{equation}
this becomes
\begin{equation}
\Theta_q=\frac1{c_0}\prod_{k=1}^\infty(1+2Q\cos\theta+Q^2)
=\frac1{c_0}\prod_{k=1}^\infty\left[(1-Q)^2+Qw\right].
\end{equation}
All coefficients in powers of $w$ are positive, and averaging keeps them so:
\begin{equation}
f=\sum_{k\ge0}b_kw^k,\qquad b_k>0,
\label{eq:w}
\end{equation}
convergent up to $w=4$, where the sum is the finite number $f(0)$. As $\theta$ goes from $0$ to $\pi$, $w$ falls from 4 to 0 and $f$ falls with it. The maximum is $f(0)$ and the minimum $f(\pi)=b_0$.

At $\theta=\pi$ the terms $m$ and $-m-1$ of (\ref{eq:poisson}) are equal. With $\pi/(2h)=\pi/\ln\beta$,
\begin{equation}
\boxed{\lambda_\infty=f(\pi)=\frac{2^{p+1}}{\Gamma(p)\ln\beta}
\sum_{m=0}^\infty\left|\Gamma\!\left(\frac p2+\frac{i(2m+1)\pi}{\ln\beta}\right)\right|^2}
\label{eq:main}
\end{equation}

The angle $\pi$ stands for coefficients that alternate in sign along the sequence. When $\beta$ is close to 1, neighbouring Gaussians are so alike that such a combination nearly cancels, and its norm is small although its coefficients are not.

\section{Limits and trends}

\subsection{Dense exponents, $\beta\to1$}

Put $x=p/2$ and $y=\pi/\ln\beta\to\infty$. The real part of Stirling's formula $\ln\Gamma(z)=(z-\frac12)\ln z-z+\frac12\ln2\pi+O(1/z)$ at $z=x+iy$, with $\arg z=\pi/2-x/y+O(y^{-3})$, is
\begin{equation}
\ln|\Gamma|=(x-\tfrac12)\ln y-\tfrac{\pi y}2+x-x+\tfrac12\ln2\pi+O(y^{-2}).
\end{equation}
The error is of second order because the leading $1/(12z)$ correction has real part $x/(12|z|^2)$. Hence $|\Gamma|^2\simeq2\pi y^{p-1}e^{-\pi y}$. Terms with $m\ge1$ are smaller by at least $e^{-2\pi^2/\ln\beta}$, apart from powers of $2m+1$, and the $m=0$ term gives
\begin{equation}
\lambda_\infty\simeq\frac4{\Gamma(p)}\left(\frac{2\pi}{\ln\beta}\right)^p e^{-\pi^2/\ln\beta},
\label{eq:small}
\end{equation}
with relative error $O(\ln^2\beta)$. The exponential explains why a modest reduction of $\beta$ costs orders of magnitude.

\subsection{Sparse exponents, $\beta\to\infty$}

Here the direct series is convenient: $f(\pi)=1-2s_1+2s_2-\cdots$. Equation (\ref{eq:s}) gives $s_1\simeq(2/\sqrt\beta)^p$ and $s_2\simeq(2/\beta)^p$, so $\lambda_\infty\simeq1-2(2/\sqrt\beta)^p$. The functions become orthogonal.

\subsection{Dependence on $\beta$ and $l$}

With $\omega_m=(2m+1)\pi/h$, the limit is $\lambda_\infty=\sum_{m\ge0}2\omega_mF(\omega_m)/[(2m+1)\pi]$. From (\ref{eq:prod}),
\begin{equation}
\omega\frac{d}{d\omega}\ln[\omega F(\omega)]=1-\sum_{k\ge0}\frac{2\omega^2}{a_k^2+\omega^2},
\end{equation}
which is negative for $\omega\ge p$, since the $k=0$ term alone is then at least 1. Raising $\beta$ lowers every $\omega_m$ and so raises $\lambda_\infty$, provided $\ln\beta\le2\pi/p$. For $l=2$ this covers ratios up to about 6, and for smaller $l$ the range is wider. Within it a threshold can be inverted by bisection.

Going from $l$ to $l+1$ multiplies each $S_{jk}$ by $C_{jk}=\operatorname{sech}[(j-k)h]$. The matrix $C$ is positive definite, by (\ref{eq:F}) and (\ref{eq:poisson}) with $p=1$, and has unit diagonal. The elementwise product of positive semidefinite matrices is positive semidefinite. Applied to $S^{(l)}-\lambda_{\min}^{(l)}I$ and $C$, this gives $S^{(l+1)}-\lambda_{\min}^{(l)}I\ge0$. At equal $\beta$ and $N$, the smallest eigenvalue does not fall as $l$ rises, so the s functions set the limit.

\section{Sequences of finite length}
\label{sec:finite}

Near $\theta=\pi$, $w=(\theta-\pi)^2+O((\theta-\pi)^4)$, so $b_1=f''(\pi)/2$. Separate the first two terms of (\ref{eq:w}):
\begin{equation}
f=f(\pi)+\tfrac12f''(\pi)\,w+w^2R(w),\qquad 0\le R(w)\le G .
\end{equation}
Since $R$ has positive coefficients, it is largest at $w=4$, and
\begin{equation}
G=R(4)=\frac{f(0)-f(\pi)-2f''(\pi)}{16}.
\end{equation}

Let $A$ be the $N\times N$ Toeplitz matrix with symbol $w$: 2 on the diagonal, 1 beside it. With $\kappa=\pi/(N+1)$ and $x_j=(-1)^j\sin j\kappa$, $j=1,\dots,N$,
\begin{equation}
(Ax)_j=(-1)^j\left[2\sin j\kappa-2\cos\kappa\sin j\kappa\right]=\mu x_j,\quad \mu=4\sin^2\frac\kappa2 .
\end{equation}
The end conditions hold because $\sin0=\sin(N+1)\kappa=0$. Replacing $\kappa$ by its multiples $2\kappa,\dots,N\kappa$ gives the other, larger eigenvalues.

By (\ref{eq:quad}), a non-negative symbol gives a positive semidefinite matrix. Dropping the term $w^2R$ leaves a lower bound:
\begin{equation}
\lambda_{\min}(N)\ge f(\pi)+\tfrac12f''(\pi)\mu .
\label{eq:lower}
\end{equation}
For an upper bound, replace $R$ by $G$ and use $x$ as trial vector. The matrix with symbol $w^2=6+8\cos\theta+2\cos2\theta$ has 6 along its diagonal. For $N\ge2$ it agrees with $A^2$ except that $A^2$ has 5 at the two ends. Its mean value in $x$ is $\mu^2+(x_1^2+x_N^2)/\sum_jx_j^2$, where $x_1^2=x_N^2=\sin^2\kappa$ and $\sum_jx_j^2=(N+1)/2$. Therefore
\begin{equation}
\lambda_{\min}(N)\le f(\pi)+\tfrac12f''(\pi)\mu
+G\left[\mu^2+\frac{4\sin^2\kappa}{N+1}\right].
\label{eq:upper}
\end{equation}
The bracket is $O(N^{-3})$ and $\mu=\pi^2/N^2+O(N^{-3})$. Together the bounds prove
\begin{equation}
\lambda_{\min}(N)=\lambda_\infty+\frac{\pi^2f''(\pi)}{2N^2}+O(N^{-3}).
\label{eq:law}
\end{equation}
In particular $\lambda_{\min}(N)\to\lambda_\infty$. The curvature is $f''(\pi)=2\sum_{n\ge1}(-1)^{n+1}n^2s_n$.

\section{Worked case: $\beta=2$, $l=0$}

All numbers are dimensionless. The neighbour overlap is $(2\sqrt2/3)^{3/2}=0.9155$, and the next three are 0.7155, 0.4983 and 0.3228. The symbol runs from $f(0)=6.914$ down to
\begin{equation}
\lambda_\infty=8.061\times10^{-5}.
\end{equation}
The terms with $m\ge1$ in (\ref{eq:main}) contribute a fraction $7\times10^{-13}$ of this, so one Gamma function suffices. The estimate (\ref{eq:small}) gives $8.067\times10^{-5}$, too large by 0.08\% of $\lambda_\infty$.

For $N=20$, $\mu=4\sin^2(\pi/42)=0.02234$. With $f''(\pi)=1.537\times10^{-3}$ the lower bound is
\begin{equation}
8.061\times10^{-5}+\tfrac12(1.537\times10^{-3})(0.02234)=9.78\times10^{-5}.
\end{equation}
Diagonalisation gives $1.059\times10^{-4}$. Other lengths compare as follows.

\begin{center}
\begin{tabular}{rccc}
$N$ & lower bound & $\lambda_{\min}$ & upper bound\\
5 & $2.87\times10^{-4}$ & $1.72\times10^{-3}$ & $1.03\times10^{-1}$\\
10 & $1.43\times10^{-4}$ & $2.32\times10^{-4}$ & $1.54\times10^{-2}$\\
20 & $9.78\times10^{-5}$ & $1.06\times10^{-4}$ & $2.14\times10^{-3}$\\
80 & $8.18\times10^{-5}$ & $8.19\times10^{-5}$ & $1.15\times10^{-4}$\\
400 & $8.07\times10^{-5}$ & $8.07\times10^{-5}$ & $8.09\times10^{-5}$
\end{tabular}
\end{center}

With 5 functions the eigenvalue is 21 times the limit, with 10 it is 2.9 times, and with 20 it is 31\% above. For short sequences $\lambda_\infty$ is thus a cautious figure, and diagonalising the small matrix is the better course. The upper bound is loose there: its $N^{-3}$ term carries $G\approx0.43$, which is large beside $f''(\pi)$. Its use is to prove the limit.

The excess over $\lambda_\infty$, divided by the leading term $\pi^2f''(\pi)/(2N^2)$, is 1.024 at $N=200$ and 1.012 at $N=400$. The deviation from 1 halves as $N$ doubles, as a next correction of relative order $1/N$ would require. Twice the second ratio minus the first removes such a correction and leaves 0.9996. The lowest eigenvector for $N=20$ changes sign 19 times, the alternation expected from $\theta=\pi$.

The limits for other ratios are:

\begin{center}
\begin{tabular}{cccc}
$\beta$ & $l=0$ & $l=1$ & $l=2$\\
1.5 & $7.39\times10^{-9}$ & $7.64\times10^{-8}$ & $4.77\times10^{-7}$\\
2.0 & $8.06\times10^{-5}$ & $4.89\times10^{-4}$ & $1.81\times10^{-3}$\\
3.0 & $7.73\times10^{-3}$ & $2.98\times10^{-2}$ & $7.20\times10^{-2}$
\end{tabular}
\end{center}

For a threshold $\tau=10^{-6}$ the critical ratios, rounded up, are $\beta=1.6781$, 1.5842 and 1.5226 for $l=0,1,2$. Above them no sequence of that $l$, however long, has an eigenvalue below $\tau$. Up to $\ln\beta=2\pi/p$ this follows from the growth of $\lambda_\infty$ with $\beta$. Beyond that point the alternating series $1-2s_1+2s_2-\cdots$, whose terms fall in size, gives $\lambda_\infty>1-2s_1$, which exceeds 0.4 for these three $l$.

\section{Implementation and range of validity}

\textbf{Evaluating the limit.} Use (\ref{eq:main}) with a complex log-Gamma routine. Its terms are positive, so nothing cancels. The alternating series $1-2s_1+2s_2-\cdots$ reaches a tiny result from terms of order one; once $\lambda_\infty$ approaches the rounding unit, no correct digit is left.

\textbf{Inverting a threshold.} The logarithm of (\ref{eq:small}), with $u=1/\ln\beta$, gives the iteration
\begin{equation}
u\leftarrow\frac1{\pi^2}\left[\ln\frac4{\Gamma(p)\tau}+p\ln(2\pi u)\right].
\end{equation}
The right side has slope $p\ln\beta/\pi^2$, which is well below 1 for the critical ratios above, so the iteration converges near the solution. For $l=0$ and $\tau=10^{-6}$, inserting $u=1/\ln1.678=1.932$ on the right returns 1.932. Bisection on (\ref{eq:main}) removes the remaining error of the estimate.

\textbf{Conditioning.} The ratio $\lambda_{\max}/\lambda_{\min}$ stays below $f(0)/f(\pi)$ for every $N$; for $\beta=2$, $l=0$ this is $8.58\times10^4$. An error $\delta S$ in the overlap matrix changes the squared norm of the weakest eigenvector by at most $\|\delta S\|$, which relative to that squared norm is $\|\delta S\|/\lambda_{\min}$.

\textbf{Where the bound stops.} The overlaps (\ref{eq:s}), and with them the limit (\ref{eq:main}), hold for a constant ratio and uncontracted functions. Shells of different $l$ or $m$ on one centre are orthogonal and can be treated separately, provided spherical harmonics are used. Cartesian d shells contain a function $r^2e^{-\zeta r^2}$ of s symmetry, which overlaps with the s functions. In a molecule, functions on other centres enlarge the matrix, and enlargement cannot raise the smallest eigenvalue. The one-centre $\lambda_{\min}(N)$ is then an upper bound on the molecular one, and $\lambda_\infty$ no longer protects from below. The analysis concerns linear dependence alone; the energy error of a given $\beta$ must be examined separately.

\section*{Table of computed values}
\begin{verbatim}
Model: beta = 2, l = 0; all numbers dimensionless
h = ln(beta)/2 = 0.346574
overlap at distance 1 (quadrature) = 0.915452
overlap at distance 2 (quadrature) = 0.715542
overlap at distance 3 (quadrature) = 0.498309
overlap at distance 4 (quadrature) = 0.322821
symbol maximum f(0) = 6.914204
symbol minimum f(pi) = 8.060625e-05
f(pi), first Gamma term only = 8.060625e-05
relative size of omitted terms = 7.43e-13
f(pi), estimate for small ln(beta) = 8.066807e-05
relative error of that estimate = 7.67e-04
curvature f''(pi) = 1.537120e-03
limiting condition number f(0)/f(pi) = 8.5778e+04
N, smallest eigenvalue, lower bound, upper bound:
    5  1.72194e-03  2.86541e-04  1.03289e-01
   10  2.32412e-04  1.42870e-04  1.54449e-02
   20  1.05914e-04  9.77746e-05  2.14092e-03
   40  8.60039e-05  8.51165e-05  3.46926e-04
   80  8.18665e-05  8.17622e-05  1.14810e-04
  200  8.08004e-05  8.07940e-05  8.29195e-05
  400  8.06542e-05  8.06534e-05  8.09195e-05
sign changes in lowest eigenvector, N = 20: 19
(lambda_min - f(pi)) N^2 / (f''(pi) pi^2/2):
  N = 200: 1.0240, N = 400: 1.0118
  with the 1/N correction removed: 0.9996
Limiting smallest eigenvalue for l = 0, 1, 2:
  beta = 1.5: 7.3856e-09  7.6419e-08  4.7738e-07
  beta = 2.0: 8.0606e-05  4.8935e-04  1.8146e-03
  beta = 3.0: 7.7286e-03  2.9809e-02  7.2049e-02
beta at which the limit equals 1e-06:
  l = 0: beta = 1.67806
  l = 1: beta = 1.58411
  l = 2: beta = 1.52259
\end{verbatim}
